# Transconductance and conductance mobilities under a power-law percolation mobility

## Problem

In an amorphous oxide semiconductor, electrons above the mobility edge still meet a random landscape of potential barriers. Current takes the easier paths around and over them. As the gate fills the channel with electrons, more paths open, so the mobility can rise with gate voltage. One way to describe this percolation transport is a power law in the gate overdrive. Here the power law is a premise; it is not derived from a barrier landscape.

Consider an n-channel thin-film transistor with channel width $W$, length $L$ and gate capacitance per area $C$. The source is grounded, the threshold voltage is $V_T$, and the overdrive is $u=V_G-V_T>0$. The induced sheet charge has magnitude $Cu$ near the source. Its drift mobility is

$$\mu(u)=\mu_r\left(\frac{u}{V_r}\right)^{\gamma},$$

where $\mu_r$ is the mobility at the reference overdrive $V_r$. Two mobilities are extracted from the drain current $I_D$ at a small drain voltage $V_D\ll u$:

$$\mu_{con}=\frac{L}{WCu}\,\frac{I_D}{V_D},\qquad \mu_{FE}=\frac{L}{WCV_D}\,g_m,\qquad g_m=\left.\frac{\partial I_D}{\partial V_G}\right|_{V_D}.$$

The first uses the conductance, the second the transconductance. Both use the same $C$, and $V_T$ is taken as known.

**(a)** Show that $\mu_{FE}=(1+\gamma)\,\mu_{con}$ in the limit $V_D\to0$, and explain the difference physically.

**(b)** Find the first correction to the ratio $\mu_{FE}/\mu_{con}$ when $V_D$ is small but finite.

**(c)** Evaluate both mobilities for $W=100$ µm, $L=20$ µm, a 100 nm gate oxide of relative permittivity 3.9, $V_T=1$ V, $V_G=16$ V, $V_D=0.1$ V, $\gamma=0.2$, and $\mu_r=10$ cm²/Vs at $V_r=10$ V.

## Hints

1. For very small $V_D$ the channel is a uniform resistor. Write its current as charge per area times mobility times field times width.
2. The gate voltage enters that current in two places. Differentiate both.
3. For part (b), the overdrive falls along the channel from $u$ at the source to $u-V_D$ at the drain. The current is the same at every point, which lets you integrate along the channel.
4. Expand the current and the transconductance separately to one order beyond the leading one before dividing.

## Solution

### (a) The ratio at small drain voltage

When $V_D\ll u$, the sheet charge is $Cu$ everywhere in the channel and the field has magnitude $V_D/L$. The carriers drift at speed $\mu V_D/L$, so

$$I_D=W\,(Cu)\,\mu(u)\,\frac{V_D}{L}=\frac{W}{L}C\,\mu(u)\,u\,V_D. \tag{1}$$

The current is counted positive when it enters the drain. Put (1) into the definition of the conductance mobility:

$$\mu_{con}=\frac{L}{WCu}\cdot\frac{W}{L}C\mu(u)u=\mu(u).$$

The conductance mobility is therefore the drift mobility of the induced charge at that gate voltage.

For the transconductance, $V_T$ is fixed, so $\partial/\partial V_G=\partial/\partial u$. The product rule gives

$$g_m=\frac{W}{L}CV_D\,\frac{d}{du}\big[u\,\mu(u)\big]=\frac{W}{L}CV_D\left[\mu+u\frac{d\mu}{du}\right].$$

Multiplying by $L/(WCV_D)$ leaves

$$\mu_{FE}=\mu+u\frac{d\mu}{du}. \tag{2}$$

This holds for any differentiable $\mu(u)$. For the power law,

$$u\frac{d\mu}{du}=u\,\mu_r\,\frac{\gamma}{V_r}\left(\frac{u}{V_r}\right)^{\gamma-1}=\gamma\,\mu_r\left(\frac{u}{V_r}\right)^{\gamma}=\gamma\mu.$$

Hence

$$\boxed{\mu_{FE}=(1+\gamma)\,\mu_{con}\qquad(V_D\to0).}$$

The ratio is $1+\gamma$; the excess relative to $\mu_{con}$ is $\gamma$. The reference values $\mu_r$ and $V_r$ cancel.

**Meaning of the two terms.** A small increase in gate voltage does two things. It adds charge, which drifts with mobility $\mu$: this is the first term in (2). It also raises the mobility of the charge already present: this is the second. The extraction formula for $\mu_{FE}$ credits the whole rise in current to the added charge, so it returns a number above the drift mobility whenever $\mu$ increases with $u$.

There is another way to see the order of the two. Equation (2) says $\mu_{FE}=d(u\mu_{con})/du$. For $\gamma>-1$ the product $u\mu_{con}$ vanishes at $u=0$, so integration gives

$$\mu_{con}(u)=\frac1u\int_0^u\mu_{FE}(u')\,du'.$$

The conductance mobility is the average of the transconductance mobility over all overdrives up to the present one. If $\mu_{FE}$ rises with $u$, its latest value lies above its average.

**Sign of the exponent.** For $\gamma=0$ the mobility is constant and the two results agree. For $-1<\gamma<0$, as when added charge increases scattering, the ratio lies between 0 and 1 and $\mu_{FE}$ is the smaller. Thus, in the limit $V_D\to0$, $\mu_{FE}$ is the larger of the two only when $\gamma>0$. At finite $V_D$ the correction found in part (b) lifts the ratio slightly above 1 even for $\gamma=0$.

**What a measured ratio tells.** Dividing (2) by $\mu$ gives

$$\frac{\mu_{FE}}{\mu_{con}}=1+\frac{d\ln\mu}{d\ln u}. \tag{3}$$

A ratio measured at one gate voltage gives the local logarithmic slope of the mobility. It does not establish a power law. If the ratio has the same value $r$ over a range of $u$, then $d\ln\mu/d\ln u=r-1$ throughout that range, and integration gives $\mu\propto u^{r-1}$ there. Even then the law alone does not identify percolation as its cause, since (3) makes no reference to the mechanism.

**One voltage or two.** The premise uses the same threshold for the charge and for the mobility. Suppose instead that the mobility law starts at a separate percolation voltage $V_P$, so that $\mu\propto(V_G-V_P)^\gamma$ for $V_G>V_P$. Then

$$\frac{d\ln\mu}{d\ln u}=u\,\frac{d\ln\mu}{dV_G}=\frac{\gamma u}{V_G-V_P},\qquad \frac{\mu_{FE}}{\mu_{con}}=1+\frac{\gamma u}{V_G-V_P}.$$

The simple factor returns when $V_P=V_T$, or when $u$ is much larger than $|V_P-V_T|$.

### (b) Finite drain voltage

Let $V(x)$ be the channel potential, rising from 0 at the source to $V_D$ at the drain. The local overdrive is $u-V$. In the gradual-channel approximation, where the gate field fixes the local charge, the current at position $x$ is

$$I_D=WC\,\mu(u-V)\,(u-V)\,\frac{dV}{dx}. \tag{4}$$

In steady state $I_D$ does not depend on $x$. Integrating from $x=0$ to $L$ gives $I_DL$ on the left. With $p=1+\gamma$ and $A=(W/L)C\mu_r/V_r^{\gamma}$,

$$I_D=A\int_0^{V_D}(u-V)^p\,dV=\frac{A}{p+1}\left[u^{p+1}-(u-V_D)^{p+1}\right].$$

Differentiating at fixed $V_D$,

$$g_m=A\left[u^p-(u-V_D)^p\right].$$

Set $x_D=V_D/u$ and use $(1-x_D)^m=1-mx_D+\tfrac12m(m-1)x_D^2-\dots$. With $m=p+1$ in the current and $m=p$ in the transconductance,

$$I_D=Au^{p+1}x_D\left[1-\frac{p}{2}x_D+\dots\right],$$

$$g_m=A\,p\,u^{p}x_D\left[1-\frac{p-1}{2}x_D+\dots\right].$$

From the definitions, $\mu_{FE}/\mu_{con}=u\,g_m/I_D$. The first-order terms combine as $-\tfrac12(p-1)+\tfrac12p=\tfrac12$, so

$$\frac{\mu_{FE}}{\mu_{con}}=(1+\gamma)\left[1+\frac{V_D}{2u}+\dots\right]. \tag{5}$$

The correction does not contain $\gamma$. It arises because $\mu_{con}$ was defined with the charge at the source end, while the mean charge in the channel is a little smaller.

This suggests using the mean overdrive $\bar u=u-V_D/2$ in $\mu_{con}$. Let $h=V_D/2$ and measure the local overdrive from its mean:

$$I_D=A\int_{-h}^{h}(\bar u+s)^p\,ds=2hA\bar u^p\left[1+\frac{p(p-1)}{6}\frac{h^2}{\bar u^2}+\dots\right].$$

The term linear in $s$ cancels by symmetry. Differentiating with respect to $\bar u$ at fixed $h$,

$$g_m=2hAp\,\bar u^{p-1}\left[1+\frac{(p-1)(p-2)}{6}\frac{h^2}{\bar u^2}+\dots\right].$$

The difference of the two coefficients is $(p-1)[(p-2)-p]/6=-(p-1)/3$. Since $p-1=\gamma$ and $h^2=V_D^2/4$,

$$\frac{\bar u\,g_m}{I_D}=(1+\gamma)\left[1-\frac{\gamma V_D^2}{12\bar u^2}+\dots\right].$$

The correction is now of second order. Take a deliberately large drain voltage, $V_D=1$ V at $u=5$ V, with $\gamma=0.8$. Then $\bar u=4.5$ V and the formula gives 1.7941, against the ideal 1.8. Solving (4) numerically also gives 1.7941.

### (c) Numbers

The gate capacitance is the oxide permittivity divided by its thickness:

$$C=\frac{3.9\,\varepsilon_0}{100\ \text{nm}}=34.53\ \text{nF/cm}^2.$$

The overdrive is $u=16-1=15$ V, and the drift mobility there is

$$\mu=10\times(15/10)^{0.2}=10.84\ \text{cm}^2/\text{Vs}.$$

In the limit $V_D\to0$ this is $\mu_{con}$, and

$$\mu_{FE}=1.2\times10.84=13.01\ \text{cm}^2/\text{Vs}.$$

Of this value, 10.84 cm²/Vs comes from added charge and 2.17 cm²/Vs from the faster drift of charge already present.

At the stated $V_D=0.1$ V, numerical integration of (4) gives $I_D=2.797$ µA, and a central difference in gate voltage gives $g_m=0.2245$ µS. With $W/L=5$, the extraction formulas yield

$$\mu_{con}=\frac{2.797\times10^{-6}}{5\times34.53\times10^{-9}\times15\times0.1}=10.80\ \text{cm}^2/\text{Vs},$$

$$\mu_{FE}=\frac{0.2245\times10^{-6}}{5\times34.53\times10^{-9}\times0.1}=13.00\ \text{cm}^2/\text{Vs}.$$

Their ratio is 1.204. It lies 0.33 % above 1.2, as (5) predicts: $V_D/2u=0.1/30=0.0033$.

**Beside a real device.** These parameters lie in the rough regime of an amorphous indium gallium zinc oxide transistor on silicon dioxide, for which a mobility near 10 cm²/Vs is typical. The exponent 0.2 is a chosen value; in practice it depends on the film and its processing. Two assumptions that a real device may break are ideal contacts and a single, known threshold. A contact resistance of 20 Ω cm, a rough value, lowers the ratio by 5.3 %, as Variation 2 shows. A percolation voltage 2 V above $V_T$ changes the ratio to $1+0.2\times15/13=1.231$, which is 2.6 % above 1.2. If the device warms by 30 K and $V_T$ drifts by a rough −10 mV/K, the true overdrive at fixed $V_G$ becomes 15.3 V. Keeping the old $V_T$ in the analysis then lowers the ratio by $0.3/15.3$, or 2.0 %, with $\gamma$ held fixed. Since $\gamma$ may itself change with temperature, it should be measured at the temperature of use.

**Smaller effects.** Part of the gate voltage raises the Fermi level instead of adding charge. A rough estimate takes one two-dimensional subband with effective mass 0.34 electron masses at 300 K, and counts the Fermi-level rise from the point where the charge is $C$ times the thermal voltage. The sheet density is then $3.2\times10^{12}$ cm⁻² and the Fermi level lies about 8.5 meV above the subband edge, less than the thermal energy of 26 meV. The degeneracy is weak. If the mobility follows the actual charge by the same power, the ratio rises by about 0.9 %. Changing the reference charge by a factor of ten shifts this figure by about 0.4 percentage points, so only its order of magnitude is meaningful. The estimate also leaves out higher subbands and the change of charge depth with gate voltage. For a 30 nm film of relative permittivity 10 with the same mass, a self-consistent treatment places about a quarter of the charge in higher subbands and the Fermi level about 2 meV below the lowest edge. The ratio then rises by about 1.4 % instead of 0.9 %. This figure includes the change of charge depth with gate voltage. It runs from about 0.9 % to 1.8 % when the reference charge changes by a factor of ten either way, and from about 1.3 % to 1.5 % for films of 15 to 50 nm. Band-tail states, which in an amorphous film can hold part of the induced charge, are left out of both figures.

If the charge sits 3 nm inside a film of relative permittivity 10, the true capacitance is 1.2 % below the oxide value. Both extracted mobilities then come out low by that fraction, and their ratio is unchanged provided the depth does not vary with gate voltage. In the self-consistent 30 nm film it does vary: the mean depth is about 4.3 nm at the working point, a capacitance loss of about 1.7 %, and it falls from about 7 nm near $u=5$ V to below 4 nm near $u=20$ V. That variation is part of the 1.4 % above. The oxide field, $15\ \text{V}/100\ \text{nm}=1.5$ MV/cm, is well below a breakdown field of roughly 10 MV/cm.

## Variation 1: an error in the threshold voltage

*The assumed threshold is too high by $\delta$. What ratio is found? What happens if the threshold is read from the tangent to the $I_D(V_G)$ curve?*

The transconductance mobility does not use $V_T$, so it is unaffected. The conductance mobility is now divided by $u-\delta$ instead of $u$, which multiplies it by $u/(u-\delta)$. The apparent ratio is therefore

$$\frac{\mu_{FE}}{\mu_{con}'}=(1+\gamma)\left(1-\frac{\delta}{u}\right).$$

An error of 0.5 V at $u=15$ V lowers the ratio by 3.3 %, to 1.16. The inferred exponent drops from 0.20 to 0.16, so a small relative error in the ratio becomes a large one in $\gamma$.

Now draw the tangent at the working point and extend it to zero current. At small $V_D$, $I_D\propto u^{1+\gamma}$, so $I_D/g_m=u/(1+\gamma)$. The intercept is

$$V_{int}=V_G-\frac{I_D}{g_m}=V_T+u-\frac{u}{1+\gamma}=V_T+\frac{\gamma u}{1+\gamma}.$$

For the example it is $1+0.2\times15/1.2=3.5$ V, well above the true threshold of 1 V. Using it as the threshold means $\delta=\gamma u/(1+\gamma)$, hence $1-\delta/u=1/(1+\gamma)$, and the apparent ratio is 1. The two mobilities agree at that gate voltage whatever $\gamma$ is. The agreement is no evidence for a constant mobility; it follows from the construction of the intercept.

A better route uses the same quantity at many gate voltages:

$$\frac{I_D}{g_m}=\frac{V_G-V_T}{1+\gamma}.$$

Plotted against $V_G$, this is a straight line whose slope gives $\gamma$ and whose zero gives $V_T$. By (5), a small finite $V_D$ replaces $u$ by $u-V_D/2$ to first order, so the zero then lies at $V_T+V_D/2$. The method needs the power law to hold over the fitted range and the contact resistance to be negligible.

## Variation 2: contact resistance

*A constant total resistance $R_c$ is in series with the channel. What ratio is found at small $V_D$?*

The channel resistance follows from (1): $R_{ch}=L/(WC\mu u)\propto u^{-(1+\gamma)}$. Its derivative is $dR_{ch}/du=-(1+\gamma)R_{ch}/u$. The voltage lost at the source contact also lowers the overdrive, but by an amount proportional to $V_D$, which is negligible beside $u$ in this limit. Then

$$I_D=\frac{V_D}{R_{ch}+R_c},\qquad g_m=-\frac{V_D}{(R_{ch}+R_c)^2}\frac{dR_{ch}}{du}=\frac{(1+\gamma)V_DR_{ch}}{u\,(R_{ch}+R_c)^2}.$$

The two minus signs cancel. Forming $u\,g_m/I_D$,

$$\frac{\mu_{FE}}{\mu_{con}}=\frac{1+\gamma}{1+R_c/R_{ch}}.$$

Compared with the ideal device, the apparent $\mu_{con}$ is multiplied by $R_{ch}/(R_{ch}+R_c)$ and the apparent $\mu_{FE}$ by the square of that factor. The transconductance suffers more because the gate controls only the channel part of the resistance.

A width-normalised contact resistance of 20 Ω cm divided by $W=0.01$ cm gives $R_c=2.00$ kΩ. The channel has $R_{ch}=35.61$ kΩ, so the ratio is $1.2/(1+2.00/35.61)=1.136$. Read without correction, this would give $\gamma=0.136$ in place of 0.2, about a third too small.

At fixed $R_c$, a longer channel raises $R_{ch}$ in proportion to $L$ and brings the ratio back towards $1+\gamma$. Raising the overdrive lowers $R_{ch}$ and has the opposite effect. When $R_c/R_{ch}=\gamma$ the apparent ratio is 1, and a mobility that rises with gate voltage looks constant by this comparison.

Numerical values quoted here were computed with a short program.
